**Wall recombination and the decay of atomic hydrogen in a tube**

For weak wall loss, the density of atomic hydrogen falls as exp(−z/L) with L ≈ √(2RD/(g v)), where R is the tube radius, D the diffusivity, v the mean thermal speed and g the probability of loss per wall strike. The program follows individual atoms through gas scattering and wall strikes, and asserts that their decay length and lifetime agree with the formulas within 5 or 6%. A finite-volume radial solution is asserted to match the Bessel-function condition that replaces the simple formula when wall loss is strong. Further assertions cover the wall flux, diffusion without a host gas, a closed end and a flowing gas. For the example tube (R = 0.5 cm, 1 Torr, 300 K, g = 0.001) the output gives a simple decay length of 2.44 cm and a full value of 2.45 cm. At g = 0.1 the simple formula is 20% too short relative to the full value. The output also sizes the neglected effects: a 10 sccm flow changes the decay length by about 15%, and gas at 400 K lengthens it by about 19% at fixed g.

## Numerical check

```python
# Result under test: atomic hydrogen in a long tube decays as exp(-z/L), with
#   L -> L0 = sqrt(2 R D / (g v))
# when g and h = g v R / (4 D (1 - g/2)) are small.
# R: tube radius, D: diffusivity of H in the host gas, v: mean thermal speed,
# g: probability that an atom is lost in one wall strike, z: distance along tube.
# Beyond small h: L = R/x, where x J1(x) = h J0(x) (lowest root).
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, dblquad
from scipy.linalg import eigh_tridiagonal, solve_banded
from scipy.optimize import brentq
from scipy.special import j0, j1, jn_zeros

rng = np.random.default_rng(12345)


def simulate(free_path, g, count):
    """Follow atoms (R = v = 1) until wall loss; return final z and lifetimes."""
    radius = np.sqrt(rng.random(count))
    angle = 2*np.pi*rng.random(count)
    x, y = radius*np.cos(angle), radius*np.sin(angle)
    z, t = np.zeros(count), np.zeros(count)

    def isotropic(m):
        c = 2*rng.random(m) - 1
        s = np.sqrt(1 - c*c)
        p = 2*np.pi*rng.random(m)
        return s*np.cos(p), s*np.sin(p), c

    ux, uy, uz = isotropic(count)
    final_z, final_t = [], []
    while x.size:
        a = np.maximum(ux*ux + uy*uy, 1e-14)
        b = x*ux + y*uy
        c = np.maximum(1 - x*x - y*y, 0)
        to_wall = np.maximum((-b + np.sqrt(b*b + a*c))/a, 0)
        to_gas = rng.exponential(free_path, x.size)
        step = np.minimum(to_wall, to_gas)
        x, y, z, t = x + step*ux, y + step*uy, z + step*uz, t + step
        hit = np.flatnonzero(to_wall <= to_gas)
        ux, uy, uz = isotropic(x.size)
        if hit.size:
            r = np.hypot(x[hit], y[hit])
            x[hit] /= r
            y[hit] /= r
            # diffuse (cosine-law) return from the wall
            cn = np.sqrt(rng.random(hit.size))
            sn = np.sqrt(1 - cn*cn)
            p = 2*np.pi*rng.random(hit.size)
            ux[hit] = -cn*x[hit] - sn*np.cos(p)*y[hit]
            uy[hit] = -cn*y[hit] + sn*np.cos(p)*x[hit]
            uz[hit] = sn*np.sin(p)
            lost = hit[rng.random(hit.size) < g]
            if lost.size:
                final_z.append(z[lost])
                final_t.append(t[lost])
                keep = np.ones(x.size, bool)
                keep[lost] = False
                x, y, z, t = x[keep], y[keep], z[keep], t[keep]
                ux, uy, uz = ux[keep], uy[keep], uz[keep]
    return np.concatenate(final_z), np.concatenate(final_t)


def bessel_root(h):
    return brentq(lambda x: x*j1(x) - h*j0(x), 1e-9, jn_zeros(0, 1)[0])


def radial_modes(h, cells=400):
    """Two lowest radial decay constants (R = 1) by finite volumes."""
    d = 1/cells
    edge = np.arange(cells + 1)*d
    volume = (edge[1:]**2 - edge[:-1]**2)/2
    link = edge[1:-1]/d
    total = np.zeros(cells)
    total[:-1] += link
    total[1:] += link
    total[-1] += 1/(d/2 + 1/h)
    off = -link/np.sqrt(volume[:-1]*volume[1:])
    val, vec = eigh_tridiagonal(total/volume, off, select='i',
                                select_range=(0, 1))
    profile = vec[:, 0]/np.sqrt(volume)
    return np.sqrt(val), profile[-1]/profile[0]


def axial_profile(length, q, closed, cells=4000):
    """Solve n'' - 2 q n' - n = 0 with z in units of L and n(0) = 1."""
    d = length/cells
    low = np.full(cells, 1/d**2 + q/d)
    up = np.full(cells, 1/d**2 - q/d)
    if closed:
        low[-1] = 2/d**2
    band = np.zeros((3, cells))
    band[0, 1:] = up[:-1]
    band[1] = -2/d**2 - 1
    band[2, :-1] = low[1:]
    rhs = np.zeros(cells)
    rhs[0] = -low[0]
    return np.r_[1, solve_banded((1, 1), band, rhs)], d


# Maxwell wall flux, in units m = kT = 1
strike = quad(lambda s: s*np.exp(-s*s/2)/np.sqrt(2*np.pi), 0, np.inf)[0]
mean_speed = quad(lambda s: 4*np.pi*s**3*np.exp(-s*s/2)/(2*np.pi)**1.5,
                  0, np.inf)[0]
assert abs(strike/mean_speed - 0.25) < 1e-8
assert abs(mean_speed - np.sqrt(8/np.pi)) < 1e-8

# Wall-to-wall flights with no host gas, R = v = 1


def flight_average(f):
    return dblquad(lambda th, ph: f(th, ph)*np.sin(th)**2*np.cos(ph)/np.pi,
                   -np.pi/2, np.pi/2, 0, np.pi)[0]


step_square = flight_average(lambda th, ph: (2*np.cos(ph)/np.tan(th))**2)
flight_time = flight_average(lambda th, ph: 2*np.cos(ph)/np.sin(th))
assert abs(step_square - 8/3) < 1e-6 and abs(flight_time - 2) < 1e-6
assert abs(step_square/(2*flight_time) - 2/3) < 1e-6

# Particle simulation. An exp(-|z|/L) law has mean z^2 = 2 L^2.
# Tolerances cover sampling noise and the finite free path and h.
path_a, g_a = 0.1, 0.01
z_a, t_a = simulate(path_a, g_a, 8000)
L_a = np.sqrt(np.mean(z_a**2)/2)
L0_a = np.sqrt(2*(path_a/3)/g_a)
assert abs(L_a/L0_a - 1) < 0.06
assert abs(t_a.mean()/(2/g_a) - 1) < 0.06
# for exp(-|z|/L) the mean |z| equals L as well: tests the exponential shape
assert abs(np.mean(np.abs(z_a))/L_a - 1) < 0.05

path_b, g_b = 1.0, 0.02
z_b, t_b = simulate(path_b, g_b, 20000)
L_b = np.sqrt(np.mean(z_b**2)/2)
D_joined = 1/(3/path_b + 3/2)
L_joined = np.sqrt(2*D_joined/g_b)
assert abs(L_b/L_joined - 1) < 0.05

path_c, g_c = 0.1, 0.5
z_c, t_c = simulate(path_c, g_c, 20000)
radial_delay = 1/(8*path_c/3)
life_c = 2*(1 - g_c/2)/g_c + radial_delay
life_c_plain = 2/g_c + radial_delay
assert abs(t_c.mean()/life_c - 1) < 0.05
assert abs(t_c.mean()/life_c_plain - 1) > 0.08

# Radial eigenproblem against the Bessel condition and the small-h expansion
for h_test in (0.02, 0.3, 2.0):
    modes, ratio = radial_modes(h_test)
    root = bessel_root(h_test)
    assert abs(modes[0]/root - 1) < 1e-4
    assert abs(ratio - j0(root)) < 2e-3
modes, ratio = radial_modes(0.02)
slope = (np.sqrt(2*0.02)/modes[0] - 1)/0.02
assert abs(slope - 1/8) < 0.003
assert abs((1 - ratio)/0.02 - 0.5) < 0.01
assert abs(modes[1] - jn_zeros(1, 1)[0]) < 0.02

# Worked example, rough typical values
R, T, p_torr, D, g = 0.5, 300.0, 1.0, 1500.0, 1e-3     # cm, K, Torr, cm2/s
mass = sc.physical_constants['atomic mass constant'][0]*1.008
v = 100*np.sqrt(8*sc.k*T/(np.pi*mass))                 # cm/s
tube = 10.0                                            # cm


def biot(g_wall):
    return g_wall*v*R/(4*D*(1 - g_wall/2))


def simple_length(g_wall):
    return np.sqrt(2*R*D/(g_wall*v))


L0 = simple_length(g)
h = biot(g)
x = bessel_root(h)
L = R/x
tau = 2*R/(g*v)
assert abs(L/(L0*np.sqrt(1 - g/2)*(1 + h/8)) - 1) < 1e-4

# Closed inert end
profile, d = axial_profile(tube/L, 0.0, True)
closed_ratio = 1/np.cosh(tube/L)
assert abs(profile[-1]/closed_ratio - 1) < 1e-4

# Neglected effects
sccm = 10.0
u = sccm/60*(sc.atm/(p_torr*sc.torr))*(T/273.15)/(np.pi*R**2)
q = u*L/(2*D)
flow_factor = q + np.sqrt(1 + q*q)
profile, d = axial_profile(20.0, q, False)
i1, i2 = int(2/d), int(6/d)
measured = (i2 - i1)*d/np.log(profile[i1]/profile[i2])
assert abs(measured/flow_factor - 1) < 1e-4

T_hot, D_power = 400.0, 1.7
hot_factor = np.sqrt((T_hot/T)**D_power/np.sqrt(T_hot/T))
free_path = 3*D/v
D_K = 2*R*v/3
path_factor = 1/np.sqrt(1 + D/D_K)
n_gas = p_torr*sc.torr/(sc.k*T)*1e-6                   # cm-3
fraction, k3, bond = 0.01, 1e-32, 4.5                  # -, cm6/s, eV
n_H = fraction*n_gas
three_body = 2*k3*n_H*n_gas
heat = g*n_H*v/4*bond/2*sc.e*1e3                       # mW/cm2
assert three_body*tau < 0.01 and free_path/R < 0.1

print("Simulation tests, units R = v = 1")
print(f"A: free path {path_a}, g {g_a}: L simulated {L_a:.3f}, L0 {L0_a:.3f}")
print(f"A: lifetime simulated {t_a.mean():.1f}, 2R/(gv) {2/g_a:.1f}")
print(f"B: free path {path_b}, g {g_b}: L simulated {L_b:.3f},"
      f" joined estimate {L_joined:.3f}")
print(f"C: free path {path_c}, g {g_c}: lifetime simulated {t_c.mean():.3f}")
print(f"C: formula with (1-g/2) {life_c:.3f}, without {life_c_plain:.3f}")
print(f"No host gas: mean square axial step {step_square:.4f} R^2,"
      f" mean flight time {flight_time:.4f} R/v")
print(f"Radial solver: (L/L0 - 1)/h at h = 0.02: {slope:.4f}")
print(f"Radial solver: second mode x at h = 0.02: {modes[1]:.3f}")
print("Worked example (rough typical inputs)")
print(f"Tube radius R = {R} cm, pressure = {p_torr} Torr, T = {T:.0f} K")
print(f"Diffusivity D = {D:.0f} cm2/s, wall loss probability g = {g}")
print(f"Mean thermal speed v = {v:.4g} cm/s")
print(f"Wall lifetime 2R/(gv) = {tau*1e3:.3f} ms")
print(f"Loss parameter h = {h:.5f}")
print(f"Simple decay length L0 = {L0:.4f} cm = {L0*10:.3f} mm")
print(f"Bessel root x = {x:.5f}, full decay length L = {L:.4f} cm")
print(f"Wall-to-axis density ratio = {j0(x):.4f}")
print(f"Entrance mode decay length = {R/jn_zeros(1, 1)[0]:.3f} cm")
print(f"exp(-s/L) at s = {tube:.0f} cm: {np.exp(-tube/L):.4f}")
print(f"Density ratio at inert closed end, s = {tube:.0f} cm:"
      f" {closed_ratio:.4f}")
print("Variation with wall: g, h, L0 (cm), full L (cm), L0/L")
for g_wall in (1e-4, 1e-3, 1e-2, 1e-1):
    full = R/bessel_root(biot(g_wall))
    plain = simple_length(g_wall)
    print(f"  {g_wall:.4f}  {biot(g_wall):.5f}  {plain:.4f}"
          f"  {full:.4f}  {plain/full:.4f}")
print("Neglected effects")
print(f"Flow {sccm:.0f} sccm: speed {u:.1f} cm/s, q = {q:.4f}")
print(f"Flow: L factor downstream {flow_factor:.3f},"
      f" upstream {1/flow_factor:.3f}")
print(f"Gas at {T_hot:.0f} K, same pressure and g, D ~ T^{D_power}:"
      f" L factor {hot_factor:.3f}")
print(f"Transport free path 3D/v = {free_path:.4f} cm,"
      f" ratio to R = {free_path/R:.4f}")
print(f"No-gas diffusivity D_K = {D_K:.4g} cm2/s,"
      f" free-path L factor {path_factor:.4f}")
print(f"Gas density {n_gas:.3g} cm-3, H density at {fraction:.0%}:"
      f" {n_H:.3g} cm-3")
print(f"Three-body constant (rough) {k3:.0e} cm6/s:"
      f" loss rate {three_body:.3g} 1/s")
print(f"Wall loss rate {1/tau:.1f} 1/s,"
      f" three-body to wall ratio {three_body*tau:.2e}")
print(f"Recombination heat on wall (bond {bond} eV, rough):"
      f" {heat:.2e} mW/cm2")
print("verified")
```

It prints:

```
Simulation tests, units R = v = 1
A: free path 0.1, g 0.01: L simulated 2.548, L0 2.582
A: lifetime simulated 206.2, 2R/(gv) 200.0
B: free path 1.0, g 0.02: L simulated 4.785, joined estimate 4.714
C: free path 0.1, g 0.5: lifetime simulated 6.911
C: formula with (1-g/2) 6.750, without 7.750
No host gas: mean square axial step 2.6667 R^2, mean flight time 2.0000 R/v
Radial solver: (L/L0 - 1)/h at h = 0.02: 0.1251
Radial solver: second mode x at h = 0.02: 3.837
Worked example (rough typical inputs)
Tube radius R = 0.5 cm, pressure = 1.0 Torr, T = 300 K
Diffusivity D = 1500 cm2/s, wall loss probability g = 0.001
Mean thermal speed v = 2.51e+05 cm/s
Wall lifetime 2R/(gv) = 3.984 ms
Loss parameter h = 0.02093
Simple decay length L0 = 2.4445 cm = 24.445 mm
Bessel root x = 0.20406, full decay length L = 2.4503 cm
Wall-to-axis density ratio = 0.9896
Entrance mode decay length = 0.130 cm
exp(-s/L) at s = 10 cm: 0.0169
Density ratio at inert closed end, s = 10 cm: 0.0338
Variation with wall: g, h, L0 (cm), full L (cm), L0/L
  0.0001  0.00209  7.7301  7.7320  0.9998
  0.0010  0.02093  2.4445  2.4503  0.9976
  0.0100  0.21024  0.7730  0.7914  0.9767
  0.1000  2.20198  0.2444  0.3038  0.8047
Neglected effects
Flow 10 sccm: speed 177.1 cm/s, q = 0.1447
Flow: L factor downstream 1.155, upstream 0.866
Gas at 400 K, same pressure and g, D ~ T^1.7: L factor 1.188
Transport free path 3D/v = 0.0179 cm, ratio to R = 0.0359
No-gas diffusivity D_K = 8.368e+04 cm2/s, free-path L factor 0.9912
Gas density 3.22e+16 cm-3, H density at 1%: 3.22e+14 cm-3
Three-body constant (rough) 1e-32 cm6/s: loss rate 0.207 1/s
Wall loss rate 251.0 1/s, three-body to wall ratio 8.25e-04
Recombination heat on wall (bond 4.5 eV, rough): 7.28e+00 mW/cm2
verified
```
